# Critical thickness of (001) and (111) films with 60-degree dislocations

## Problem

A coherent film with the fcc or zincblende structure lies on a thick substrate with the same elastic constants. It carries an equal biaxial stress of magnitude $\sigma$, and its surface is free. It can relax by dislocations that glide on $\{111\}$ planes inclined to the interface and leave straight misfit lines along $\langle110\rangle$. Their Burgers vector, of length $b=a/\sqrt2$ for lattice constant $a$, makes 60 degrees with the line.

Treat the first, isolated misfit dislocation in isotropic elasticity, with shear modulus $\mu$ and Poisson ratio $\nu$. Compare a (001) film with a (111) film.

(a) Find the work done by the film stress per unit length of misfit line.

(b) Find the coefficient of the logarithm in the line energy, and decide whether it depends on the tilt of the glide plane.

(c) Obtain the critical thickness $h$ and the ratio $h_{111}/h_{001}$ at equal stress and equal logarithm. Can the two films really share the logarithm?

(d) Evaluate both thicknesses for InSb with $\sigma=0.30$ GPa, taking as given the rounded inputs $a=0.648$ nm and $c_{11},c_{12},c_{44}=67,37,30$ GPa. Take the core parameter, defined in (b), as $\alpha=4$.

(e) How does the comparison change at equal misfit strain instead of equal stress? Estimate the other main effects left out.

The bulk stresses of a straight dislocation and the Peach–Koehler force may be used. The elastic formulas are written in atomic units and keep their form in any consistent set; the numbers use nm, GPa and eV.

## Solution

### (a) Geometry and work

Let $\theta$ be the angle between glide plane and interface. The Burgers vector splits into a screw part along the line and an edge part across it,

$$b_s=b\cos60^\circ=\frac b2,\qquad b_e=b\sin60^\circ=\frac{\sqrt3}{2}\,b .$$

The edge part lies in the glide plane. Its projections on the interface and on the film normal are

$$b_x=\frac{\sqrt3}{2}\,b\cos\theta,\qquad b_n=\frac{\sqrt3}{2}\,b\sin\theta .$$

The tilt follows from the plane normals. For (001), $\cos\theta=(0,0,1)\cdot(1,-1,1)/\sqrt3=1/\sqrt3$. For (111), $\cos\theta=(1,1,1)\cdot(1,1,-1)/3=1/3$. Therefore

$$b_x^{001}=\frac b2,\qquad b_x^{111}=\frac{b}{2\sqrt3}.$$

In cubic elasticity all inclined planes of a given film are equivalent. In a zincblende (001) film the dislocation cores for the two perpendicular line directions can still differ; this difference is neglected here. The fourth $\{111\}$ plane of the (111) film is parallel to the interface and feels no resolved shear, because the traction on it vanishes.

For the work, let $\mathbf n$ be the film normal and $\mathbf p$ the glide-plane normal. The film stress is $\sigma(\mathbf 1-\mathbf n\mathbf n)$. Since $\mathbf p\cdot\mathbf b=0$, the shear traction on the glide plane, multiplied by the slip, has magnitude

$$|\mathbf p\cdot\sigma(\mathbf 1-\mathbf n\mathbf n)\cdot\mathbf b|
=\sigma\,|\mathbf p\cdot\mathbf n|\,|\mathbf n\cdot\mathbf b|
=\sigma\cos\theta\; b_e\sin\theta .$$

A unit length of misfit line is left behind when a strip of glide plane of width $h/\sin\theta$ has slipped. Multiplying by this width gives

$$W=\sigma h\,b_e\cos\theta=\sigma h\,b_x .$$

The sign of $\mathbf b$ is chosen so that slip relieves the stress. The screw part does no work: it shears the film within its plane, and an equal biaxial stress has no such shear component.

The strain energy gives the same answer. Parallel misfit lines at a large spacing $p$ reduce the mean strain across them by $b_x/p$. To first order, the film energy per area falls by $\sigma h b_x/p$. With $1/p$ of line length per area, this is $\sigma h b_x$ per unit length of line.

### (b) Line energy

Linear elasticity contains no length of its own. The field of a dislocation at depth $h$ is therefore a fixed pattern stretched in proportion to $h$. Near the core it becomes the bulk field, with stress proportional to $1/r$ and energy density proportional to $1/r^2$. The energy outside a small core radius $r_0$ must then have the form

$$E=kb^2\ln\frac{h}{r_0}+\text{constant},$$

where $k$ comes from the bulk field alone. The orientation of the surface can enter only the constant.

To find $k$, cut the bulk crystal along the glide plane. The bulk tractions there are $\mu b_e/[2\pi(1-\nu)r]$ along the edge part and $\mu b_s/(2\pi r)$ along the screw part. The energy stored between radii $r_1$ and $r_2$ is half the traction times the slip, integrated over the cut. The work terms on the inner and outer circles cancel: traction times circumference does not depend on $r$, and a displacement that is uniform on a circle does no work because the net force on the circle is zero. Hence

$$kb^2\ln\frac{r_2}{r_1}
=\frac12\int_{r_1}^{r_2}\frac{\mu}{2\pi r}\left(\frac{b_e^2}{1-\nu}+b_s^2\right)dr .$$

Inserting $b_e^2=3b^2/4$ and $b_s^2=b^2/4$,

$$k=\frac{\mu}{4\pi}\left[\frac{3}{4(1-\nu)}+\frac14\right]
=\frac{\mu\,(1-\nu/4)}{4\pi(1-\nu)} .$$

The force exerted by the free surface confirms this explicitly. Let $x$ run along the surface and $y$ into the solid, with the dislocation at depth $d$. Set $D=\mu/[2\pi(1-\nu)]$ and $r^2=s^2+d^2$. At the surface point $x=s$, the bulk edge field has

$$\sigma_{xy}=\frac{D(s^2-d^2)}{r^4}(b_xs-b_nd),$$

$$\sigma_{yy}=\frac{D}{r^4}\left[-b_xd(s^2-d^2)+b_ns(s^2+3d^2)\right].$$

The outward normal is $-y$, so a load density $\mathbf t=(\sigma_{xy},\sigma_{yy})$ must be added to free the surface. A line load $\mathbf F$ on a half-space produces the purely radial stress $-(2/\pi)\,\mathbf F\cdot\mathbf R\,R_iR_j/R^4$, whose resultant over a half circle balances $\mathbf F$. From load to core, $\mathbf R=(-s,d)$, and

$$\mathbf t\cdot\mathbf R=-\frac{D}{r^2}\left[b_x(s^2-d^2)-2b_nsd\right].$$

For a line along $+z$, the Peach–Koehler pull toward the surface is $\sigma_{xx}b_x+\sigma_{xy}b_n$, evaluated with the added stress. Since $R_x(\mathbf R\cdot\mathbf b)=b_xs^2-b_nsd$,

$$f_e=\frac{2D}{\pi}\int_{-\infty}^{\infty}
\frac{[b_x(s^2-d^2)-2b_nsd]\,[b_xs^2-b_nsd]}{r^6}\,ds .$$

The cross terms are odd in $s$ and vanish. The substitution $s=d\tan\phi$ gives $\int s^4r^{-6}ds=3\pi/(8d)$ and $\int s^2r^{-6}ds=\pi/(8d^3)$. The factor multiplying $b_x^2$ is then $3\pi/(8d)-\pi/(8d)=\pi/(4d)$, and that multiplying $b_n^2$ is $2\pi/(8d)=\pi/(4d)$. They are equal, so

$$f_e=\frac{D(b_x^2+b_n^2)}{2d}=\frac{\mu b_e^2}{4\pi(1-\nu)d}.$$

The screw part has an image of opposite sign at distance $2d$, which adds $\mu b_s^2/(4\pi d)$. The total pull is $kb^2/d$ for any tilt. Integrating it over depth gives

$$E=kb^2\ln\frac{\alpha h}{b}.$$

The core parameter $\alpha$ collects the core energy and the constant left by the outer field. The tilt may affect that constant, so using the same $\alpha$ for both films is an assumption.

### (c) Critical thickness and ratio

The energy of the film with the dislocation, relative to the coherent film, is

$$\Delta(h)=kb^2\ln\frac{\alpha h}{b}-\sigma hb_x
=kb^2\left[\ln\frac{\alpha h}{b}-\frac hA\right],
\qquad A=\frac{kb^2}{\sigma b_x}.$$

Its derivative, $kb^2(1/h-1/A)$, changes sign at $h=A$, where $\Delta$ has its maximum $kb^2[\ln(\alpha A/b)-1]$. For $\alpha A/b>e$ there are two zeros. The lower one lies below $eb/\alpha$, which is atomic in size for $\alpha$ of a few, and continuum theory has no meaning there. The upper one is the critical thickness, above which the dislocation lowers the energy:

$$h=AL,\qquad L=\ln\frac{\alpha h}{b}.$$

For an explicit solution put $x=h/A$. Then $e^x=(\alpha A/b)x$, or $-xe^{-x}=-b/(\alpha A)$. The upper zero has $x>1$ and belongs to the lower real branch of the Lambert function:

$$h=-A\,W_{-1}\!\left(-\frac{b}{\alpha A}\right).$$

At equal $\sigma$ and equal $L$, everything except $b_x$ cancels:

$$\boxed{\frac{h_{111}}{h_{001}}=\frac{b_x^{001}}{b_x^{111}}
=\frac{1/\sqrt3}{1/3}=\sqrt3 .}$$

The steeper glide plane of the (111) film turns more of the edge part toward the film normal, where it relieves no misfit.

Two different thicknesses with the same $\alpha$ cannot have the same $L$. The factor $\sqrt3$ therefore belongs to the ratio of $h/L=A$, or to an estimate in which one logarithm is used for both films. It also belongs to another comparison. At one common thickness the logarithms really are equal, and the critical stress $\sigma_c=kb^2L/(hb_x)$ is $\sqrt3$ times larger for (111).

To find the solved thickness ratio at equal stress, take logarithms of $h=AL$. Since $dL=d\ln h$,

$$d\ln h=d\ln A+\frac{d\ln h}{L}
\quad\Longrightarrow\quad
\frac{d\ln h}{d\ln A}=\frac{L}{L-1}.$$

This slope exceeds one and falls as $L$ grows. Between the two films $\ln A$ rises by $\ln\sqrt3$, so

$$(\sqrt3)^{L_{111}/(L_{111}-1)}<\frac{h_{111}}{h_{001}}
<(\sqrt3)^{L_{001}/(L_{001}-1)} .$$

The solved ratio is thus larger than $\sqrt3$. It approaches $\sqrt3$ slowly at weak stress, where both logarithms are large.

### (d) InSb

InSb has the required slip system, and its cubic anisotropy matters in part (e). Voigt averages supply the isotropic constants:

$$\mu=\frac{c_{11}-c_{12}+3c_{44}}5=24.0\ \text{GPa},\qquad
B=\frac{c_{11}+2c_{12}}3=47.0\ \text{GPa},$$

$$\nu=\frac{3B-2\mu}{2(3B+\mu)}=\frac{93}{330}=0.282 .$$

With $b=0.648/\sqrt2=0.458$ nm,

$$k=\frac{24.0\,(1-0.0705)}{4\pi(0.718)}=2.47\ \text{GPa},$$

and $kb^2=3.24$ eV/nm, where 1 GPa nm$^2$ equals 6.24 eV/nm.

For (001), $b_x=0.229$ nm and

$$A=\frac{2.472\times0.4582^2}{0.30\times0.2291}=7.55\ \text{nm}.$$

For (111), $b_x=0.132$ nm and $A=13.08$ nm. The values of $\alpha A/b$ are 65.9 and 114.2, far above $e$. Three figures are kept below so that the arithmetic and the ratios can be followed; the rough constants and the assumed $\alpha$ do not fix a real thickness that closely. Reuss instead of Voigt averages would lower both thicknesses by about 10 percent, and halving or doubling $\alpha$ for both films moves them by 12 to 14 percent, while their ratio stays between 1.90 and 1.96. The upper zeros are

$$h_{001}=7.551\times5.976=45.1\ \text{nm}=451\ \text{angstrom},$$

$$h_{111}=13.079\times6.629=86.7\ \text{nm}=867\ \text{angstrom}.$$

Their ratio is 1.92, between the bounds 1.91 and 1.93. Using the (001) logarithm for both films would give $h_{111}=78.2$ nm, about 10 percent below the solved value. At a common thickness of 50 nm the critical stresses are 0.275 and 0.477 GPa, in the ratio 1.73.

### (e) Equal misfit and other omissions

An epitaxial film is usually specified by its misfit strain $\epsilon$. In an isotropic film, equal misfit means equal stress. In a cubic film, $\sigma=M\epsilon$ with a modulus $M$ that depends on orientation.

For (001), zero normal stress requires $\epsilon_n=-2c_{12}\epsilon/c_{11}$, so

$$M_{001}=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=63.1\ \text{GPa}.$$

For (111), write the strain in cube axes. Each diagonal element is $(2\epsilon+\epsilon_n)/3$ and each off-diagonal element is $(\epsilon_n-\epsilon)/3$. With $C=c_{11}+2c_{12}$, the stress elements are

$$S=\frac{C(2\epsilon+\epsilon_n)}3,\qquad
Q=\frac{2c_{44}(\epsilon_n-\epsilon)}3 .$$

The normal stress is $S+2Q=0$ and the in-plane stress is $S-Q=-3Q=2c_{44}(\epsilon-\epsilon_n)$. The first condition gives $\epsilon_n=-\epsilon(2C-4c_{44})/(C+4c_{44})$, hence

$$M_{111}=\frac{6c_{44}C}{C+4c_{44}}
=\frac{6\times30\times141}{261}=97.2\ \text{GPa}.$$

The (111) film is stiffer and carries more stress at the same strain. The ratio of $h/L$ becomes $\sqrt3\,M_{001}/M_{111}=1.12$, so most of the geometric advantage is lost.

Anisotropy also changes $k$, to 2.36 GPa, but equally for both films: the bulk dislocation is the same crystal defect, and the scaling argument of part (b) does not need isotropy. At equal stress the cubic $k$ gives 42.6 and 82.0 nm, and the ratio stays at 1.92. At equal misfit, with the strain fixed at 0.350 percent (0.30 GPa divided by the isotropic biaxial modulus of 85.7 GPa), the solved thicknesses are 61.4 and 70.6 nm, with ratio 1.15. These cubic values use $\alpha=4$ for both films. For identical cores the cubic outer field makes $\alpha$ about 17 percent smaller for (111), which lowers $h_{111}$ to 79.2 nm at equal stress and 68.2 nm at equal misfit, and the two ratios to 1.86 and 1.11.

Four further effects are sized separately, in the isotropic model at the original stress. Their strengths are trial values, not measured ones.

- **Core parameter.** Doubling $\alpha$ for (111) alone raises $h_{111}$ to 97.3 nm and the ratio to 2.16. This trial shows the sensitivity, not the expected direction: for identical cores, the isotropic outer field makes $\alpha$ about 16 percent smaller for (111) than for (001). Keeping $\alpha=4$ for (001) then gives $h_{111}=83.9$ nm and a ratio of 1.86.
- **Surface step.** Slip can create a step of height $b_n$. An energy of 3 eV/nm$^2$ times $b_n$, added to $E$, gives 47.8 and 92.0 nm. The ratio remains 1.92.
- **Thermal mismatch.** An expansion difference of $10^{-6}$ K$^{-1}$ over 350 K changes the stress by 0.030 GPa. If it opposes the misfit stress, the thicknesses become 51.2 and 98.1 nm; with the other sign they would fall.
- **Lattice friction.** A friction stress $\tau_f$ on the glide plane removes the work $\tau_fbh/\sin\theta$. Relative to $W$ this is $\tau_f/(\sigma m)$, where the Schmid factor $m$ is 0.408 for (001) and 0.272 for (111). For $\tau_f=0.02$ GPa the losses are 16 and 24 percent. The thresholds rise to 55.9 and 120.5 nm, and the ratio to 2.16. These are thresholds for glide, no longer equilibrium thicknesses.

The example corresponds to InSb on a nearly matched buffer layer. A layer one micrometre thick would lie well above both thresholds, so at this misfit the model favours its relaxation. On a substrate with a misfit of about 10 percent, the isotropic model gives $\alpha A/b=65.9\times0.350/10=2.3$ for (001). This is below $e$, so there is no upper zero. With the cubic modulus and cubic $k$ the value is 3.0, and an upper zero remains near 0.5 nm, about one Burgers length. Continuum theory has no meaning at that size, so the formula cannot be used in either case. Real films also break the assumption that dislocations form and move freely. The friction estimate shifts the thresholds by 24 percent for (001) and 39 percent for (111), relative to the frictionless values; a nucleation barrier could delay relaxation further and is not sized here. As a design rule, $h$ is an equilibrium limit only for an isolated 60-degree dislocation, and only if the stress at every temperature of growth and use is no larger than the one assumed. It is not a safe thickness for either film as a whole. Take (001) first. Two such dislocations on oppositely inclined planes can combine into a pure edge dislocation with $b_x=b$. Replacing $k$ by $\mu/[4\pi(1-\nu)]$ and keeping $\alpha=4$ gives this edge dislocation a threshold of about 21 nm, against 45 nm for the isolated one. In a (111) film a dislocation whose Burgers vector lies in the interface plane has $b_x=b$ as a pure edge line and $b_x=\sqrt3\,b/2$ as a 60-degree line along $\langle110\rangle$; with $\alpha=4$ the thresholds are about 21 and 23 nm, against 87 nm. Such a dislocation cannot glide down from the surface on an inclined $\{111\}$ plane, but where it forms by another route the geometric advantage of (111) is gone. Dissociation into partials and other dislocation types would need their own energy balance.

The numerical output below lists the main inputs and results.

## Table of computed values

```
InSb rough lattice constant: 0.648 nm; Burgers length: 0.4582 nm
InSb rough c11, c12, c44: 67, 37, 30 GPa
Voigt shear modulus: 24.00 GPa; Poisson ratio: 0.2818
isotropic biaxial modulus: 85.67 GPa
chosen film stress: 0.30 GPa; core parameter alpha: 4.0
isotropic misfit strain for this stress: 0.350 percent
line-energy factor k: 2.4719 GPa; k*b^2: 3.239 eV/nm
(001) line-plane pairs: 4; tilt: 54.74 deg
(001) b_x/b: 0.5000; |b_normal|/b: 0.7071; Schmid factor: 0.4082
(001) b_x: 0.2291 nm; length A: 7.551 nm; alpha*A/b: 65.9
(001) critical thickness: 45.13 nm = 451.3 angstrom
(001) logarithm L: 5.9762; line energy at threshold: 19.36 eV/nm
(111) line-plane pairs: 3; tilt: 70.53 deg
(111) b_x/b: 0.2887; |b_normal|/b: 0.8165; Schmid factor: 0.2722
(111) b_x: 0.1323 nm; length A: 13.079 nm; alpha*A/b: 114.2
(111) critical thickness: 86.70 nm = 867.0 angstrom
(111) logarithm L: 6.6292; line energy at threshold: 21.47 eV/nm
square root of three: 1.7321; ratio of h/L: 1.7321
(111) thickness using the (001) logarithm: 78.16 nm
solved thickness ratio: 1.9213; bounds: 1.9096 to 1.9342
critical stresses at 50 nm, (001) and (111): 0.2754, 0.4770 GPa
ratio of these critical stresses: 1.7321
cubic k, both films: 2.3566, 2.3566 GPa
cubic biaxial moduli (001), (111): 63.13, 97.24 GPa
cubic stresses at equal misfit (001), (111): 0.2211, 0.3405 GPa
ratio of h/L at equal misfit, cubic: 1.1245
cubic k at equal stress: h(001) 42.61 nm, h(111) 81.95 nm, ratio 1.9235
trial core factor, alpha(111)/alpha(001): 2.0
trial surface-step energy: 3.0 eV/nm^2
trial expansion difference: 1.0e-06 1/K; temperature change: 350 K
thermal stress subtracted: 0.0300 GPa
trial lattice friction stress: 0.020 GPa
effect core: h(001) 45.13 nm, h(111) 97.27 nm, ratio 2.1555
effect step: h(001) 47.83 nm, h(111) 92.01 nm, ratio 1.9236
effect thermal: h(001) 51.20 nm, h(111) 98.13 nm, ratio 1.9167
effect friction: h(001) 55.86 nm, h(111) 120.54 nm, ratio 2.1578
effect cubic misfit: h(001) 61.38 nm, h(111) 70.56 nm, ratio 1.1495
```
